# Phonon-Scattered Carriers Above the Applied Voltage Have No Hot Tail

In a model wire 60 nm long, biased at 0.6 V and held at 300 K, the electrons two thirds of the way to the drain have a mean kinetic energy of about 0.09 eV. A drifting thermal distribution with the same density, drift and mean energy has a temperature of about 1500 K. At a total energy 0.3 eV above the source Fermi level, it predicts an occupation of about $2\times10^{-3}$ for forward-moving electrons. The Boltzmann equation for the same wire gives about $6\times10^{-6}$, smaller by a factor of several hundred. Higher still, between 0.4 and 0.7 eV, the occupation falls as it would at 302 K. Electrons that are hot by their mean energy thus have a tail that is nearly as cold as the lattice.

## The belief and its appeal

The belief is that a strong field heats the carriers to a temperature $T_h$ above the lattice temperature $T$, and that their high-energy tail is then proportional to $\exp(-\varepsilon/k_BT_h)$, with $\varepsilon$ the kinetic energy. It has a sound starting point. The field does work on the carriers, phonons remove energy at a finite rate, and the mean energy settles above its equilibrium value. One number, $T_h$, records this excess.

For a parabolic band in one dimension the number is found as follows. Let $u=\pm\sqrt{\varepsilon}$, with the sign of the velocity. A drifted Maxwellian is
$$f_h(u)=C\,\exp\!\left[-\frac{(u-u_d)^2}{k_BT_h}\right].$$
States are uniform in wave number and hence in $u$, so averages are Gaussian integrals over $u$. The Gaussian has mean $u_d$ and variance $k_BT_h/2$, so that
$$\langle\varepsilon\rangle=\langle u^2\rangle=u_d^2+\tfrac12k_BT_h .$$
For the wire, a calculation with energy bins of 10 meV gives $\langle\varepsilon\rangle=0.1050$ eV and $u_d^2=0.0302$ eV. Therefore $k_BT_h=2(0.1050-0.0302)=0.150$ eV, about 5.8 times the lattice value of 0.02585 eV. The finite bins inflate this result; in the limit of narrow bins $k_BT_h$ is about 0.13 eV, or five times the lattice value.

Nothing is wrong with $T_h$ as a record of two moments. The error lies in carrying the Gaussian to energies that contribute almost nothing to those moments. What the tail does there must come from the kinetic equation.

## Assumptions and the right energy variable

Let $e>0$, let the source Fermi level be $\mu_S$, and let the drain Fermi level be $\mu_D=\mu_S-eV$ with $V>0$. Both contacts inject equilibrium distributions at temperature $T$. The state is steady, the potential is static, and bands are treated semiclassically. Carriers scatter from phonons in equilibrium at the same $T$, and possibly elastically from defects. They do not scatter from one another. The band edge is $E_c(x)$, and the total energy is $E=\varepsilon(k)+E_c(x)$.

The steady Boltzmann equation is
$$v\,\frac{\partial f}{\partial x}\bigg|_k-\frac{1}{\hbar}\frac{dE_c}{dx}\frac{\partial f}{\partial k}=C[f],$$
because the force is $-dE_c/dx$. Now regard $f$, for each direction of motion, as a function of $x$ and $E$. The chain rule gives
$$\frac{\partial f}{\partial x}\bigg|_k=\frac{\partial f}{\partial x}\bigg|_E+\frac{dE_c}{dx}\frac{\partial f}{\partial E},\qquad \frac{\partial f}{\partial k}=\hbar v\,\frac{\partial f}{\partial E}.$$
The two terms containing $dE_c/dx$ cancel, and what remains is
$$v\,\frac{\partial f}{\partial x}\bigg|_E=\sum_{k'}\big[S(k',k)f'(1-f)-S(k,k')f(1-f')\big].$$
Here $S(k,k')$ is the rate from $k$ to $k'$, and $f'$ is the occupation of $k'$ at the same $x$. The field has vanished from the equation. It turns potential into kinetic energy, but it cannot raise $E$. Only phonon absorption can do that.

## What detailed balance implies

Emission of a phonon of energy $\hbar\omega$ has a rate proportional to $N+1$, and the reverse absorption has a rate proportional to $N$ with the same matrix element. With $\beta=1/k_BT$ and $N=1/(e^{\beta\hbar\omega}-1)$,
$$\frac{N}{N+1}=e^{-\beta\hbar\omega}.$$
A phonon event is local in $x$, so the changes of kinetic and total energy are equal. Hence
$$S(k,k')\,e^{-\beta E}=S(k',k)\,e^{-\beta E'}.$$
Elastic scattering fits the same relation, with equal energies and equal rates.

Take a Fermi function $F(E)=1/(e^{\beta(E-\mu)}+1)$ with constant $\mu$. Since $F=(1-F)e^{-\beta(E-\mu)}$, the collision term for one pair of states is
$$(1-F)(1-F')\,e^{\beta\mu}\big[S(k',k)e^{-\beta E'}-S(k,k')e^{-\beta E}\big]=0 .$$
The left side of the Boltzmann equation also vanishes, because $F$ depends on $E$ alone. Both $f_S$, with $\mu=\mu_S$, and $f_D$, with $\mu=\mu_D$, therefore solve the equation inside the biased device. Each fails only at the opposite contact.

## The true distribution lies between the two

Let $F$ be one of these solutions, $f$ the true distribution, $d=f-F$ and $\bar f=(f+F)/2$. Write $S=S(k,k')$ and $S'=S(k',k)$. The pair term is
$$S'f'(1-f)-Sf(1-f')=S'f'-Sf+(S-S')ff'.$$
Multiplying out confirms that $ff'-FF'=\bar f\,d'+\bar f'd$. Subtracting the pair term of $F$ from that of $f$ then gives
$$\big[S'(1-\bar f)+S\bar f\big]d'-\big[S(1-\bar f')+S'\bar f'\big]d .$$
The first bracket is a rate $a(k',k)$, and the second is the same expression with $k$ and $k'$ exchanged, $a(k,k')$. Thus, without linearization,
$$v\,\frac{\partial d}{\partial x}\bigg|_E=\sum_{k'}\big[a(k',k)d'-a(k,k')d\big].$$
Occupations lie between 0 and 1, so each $a$ is a weighted mean of two positive rates and is positive. The difference of two solutions moves like a density of independent classical particles whose number is conserved.

For the upper bound take $F=f_S$ and $p=-d=f_S-f$. The source injects $p=0$, and the drain injects $p=f_S-f_D\ge0$. Suppose $p$ were negative somewhere, and let $p^-=\max(-p,0)$. Where $p<0$, multiply the equation for $p$ by $-1$ and use $-p'\le p'^-$. Where $p\ge0$, $p^-$ is zero. In both cases
$$v\,\frac{\partial p^-}{\partial x}\bigg|_E\le\sum_{k'}\big[a(k',k)p'^--a(k,k')p^-\big].$$
Sum over all states and integrate over the device. The right side gives zero, since exchanging the labels turns one term into the other. The left side gives the outflow of $p^-$ through the contacts minus its inflow; at a turning point the two directions join and their flows cancel. The inflow is zero because injected values of $p$ are not negative, so the outflow is zero too. The inequality must then be an equality everywhere, and $p^-$ is a steady particle density that never leaves. If every state is connected to a contact by flight and scattering, such a density would leak out. Hence $p^-=0$ and $f\le f_S$.

For the lower bound take $F=f_D$. Now $d$ is injected with $f_S-f_D\ge0$ at the source and zero at the drain, and the same argument gives $d\ge0$. Together,
$$f_D(E)\le f(x,k)\le f_S(E).$$
The result does not depend on the shape of the potential, the phonon energies or the coupling strength. In the numerical solutions both bounds were tested at every grid state, for a linear potential and for one with a barrier 0.05 eV above $\mu_S$.

## What this says about the tail

Write $f=A\,f_S$. The upper bound gives $A\le1$. For the lower one, set $y=e^{\beta(E-\mu_S)}$ and $K=e^{\beta eV}$. Then
$$A\ge\frac{f_D}{f_S}=\frac{y+1}{Ky+1}\ge\frac1K,$$
where the last step holds because $K(y+1)\ge Ky+1$ for $K\ge1$.

Well above $\mu_S$, $f_S\simeq e^{-\beta(E-\mu_S)}$. Define an apparent temperature between $E_1$ and $E_2$ by $\ln(f_1/f_2)=(E_2-E_1)/k_BT_{\rm app}$. Inserting $f=Af_S$ gives
$$\frac{1}{k_BT_{\rm app}}=\frac1{k_BT}-\frac{\ln(A_2/A_1)}{E_2-E_1}.$$
Both values of $A$ lie between $e^{-\beta eV}$ and 1, so $|\ln(A_2/A_1)|\le eV/k_BT$ and
$$\left|\frac{T}{T_{\rm app}}-1\right|\le\frac{eV}{E_2-E_1}.$$
As $E_2$ rises, the right side goes to zero and the mean slope approaches that of the lattice temperature. Over a window shorter than $eV$ the inequality is weak. For $eV=0.6$ eV and a window of 0.3 eV its right side is 2, so how soon the slope settles has to be computed.

The kinetic energy above which the ceiling falls off is not simply $eV$. The threshold is $E=\mu_S$, which in local kinetic energy means
$$\varepsilon^*(x)=\mu_S-E_c(x).$$
At the drain this equals $eV+\mu_D-E_c$. It is $eV$ only when the drain Fermi level lies at the local band edge, as in the wire considered here.

## The wire in numbers

The wire has one parabolic subband and a linear potential, with the band edge at the local Fermi level at both ends. The phonon energy is 60 meV, so $N=0.109$ at 300 K. With $g(\varepsilon)=\sqrt{\hbar\omega/\varepsilon}$ for the relative density of states and $\lambda=15$ nm, the inverse emission length into empty states is
$$\frac1{\ell(\varepsilon)}=\frac{2(N+1)\,g(\varepsilon)\,g(\varepsilon-\hbar\omega)}{\lambda}.$$
The factor 2 counts the two final directions. At $\varepsilon=0.40$ eV, $g(0.40)=0.387$ and $g(0.34)=0.420$, which gives $\ell=15/(2\times1.109\times0.387\times0.420)\approx42$ nm. Such an electron travels a distance comparable with the wire before it emits a phonon.

Two thirds of the way along, $E_c=\mu_S-0.40$ eV, so the threshold is $\varepsilon^*=0.40$ eV. The table gives the occupations there, computed with bins of 10 meV. The bin width matters most in the first two rows, where it raises the forward values by about 11% and 5%, and the backward ones by about 17%.

| $E-\mu_S$ (eV) | $f$ forward | $f_S$ | $A$ forward | $A$ backward |
|---|---|---|---|---|
| −0.1 | $4.2\times10^{-2}$ | 0.98 | 0.042 | 0.008 |
| 0.1 | $5.8\times10^{-3}$ | $2.0\times10^{-2}$ | 0.29 | 0.016 |
| 0.4 | $1.43\times10^{-7}$ | $1.91\times10^{-7}$ | 0.75 | 0.075 |
| 0.7 | $1.44\times10^{-12}$ | $1.74\times10^{-12}$ | 0.83 | 0.065 |

From 0.4 to 0.7 eV the forward occupation falls by a factor $1.0\times10^5$, whose logarithm is 11.51. The apparent temperature is $0.3/(11.51\,k_B)=302$ K. Backward-moving electrons give 296 K.

The hot Gaussian, with its parameters taken from the same grid, behaves differently. At $E-\mu_S=0.3$ eV the kinetic energy is 0.70 eV, and the exponent is
$$\frac{(\sqrt{0.70}-\sqrt{0.0302})^2}{0.150}\approx2.9 .$$
The lattice exponent measured from $\mu_S$ is $0.3/0.02585=11.6$. The difference of 8.7 corresponds to a factor of about 6000. The amplitude of the fit, $C=3.4\times10^{-3}\,e^{2.9}\approx0.06$, reduces this, and the hot fit exceeds even the ceiling $f_S$ by a factor of about 370 on this grid, and about 250 in the limit of narrow bins. The fit is no better guide to the slope below the threshold. There the forward occupation is a sawtooth with teeth one phonon energy apart. In the limit of narrow bins it falls from about $6\times10^{-2}$ just above $-0.18$ eV to about $1\times10^{-2}$ just below $-0.12$ eV, and then jumps back up. The fitted Gaussian falls smoothly and far more slowly over the same interval.

Changing the bias and the lattice temperature separately shows which of them controls the tail. At 0.3 V the fitted hot temperature drops to about 40% of its value at 0.6 V, but the forward tail between 0.4 and 0.7 eV still gives 303 K. At 0.6 V and a lattice temperature of 200 K, the hot temperature falls by less than a tenth while the tail gives 201 K.

The hot temperature itself depends on the grid. Bins of 10 meV give 1735 K, and bins of 6.7 meV give 1664 K. If the error is proportional to the bin width, the limit is $1664-2\times71\approx1520$ K, but the proportionality is only approximate and the limit lies slightly lower, which is why the opening paragraph speaks of about 1500 K. The mean energy falls in the same way, to about 0.093 eV, and the ratio of the hot fit to the solved occupation at 0.3 eV falls from 530 to about 360. The 302 K tail is unchanged to the digits given.

## Just above the threshold

Closer to $\mu_S$ the slope has not settled. Between 0.1 and 0.4 eV the apparent temperatures, computed with bins of 10 meV, are 328 K forward and 346 K backward; narrower bins raise them by a few kelvin at most. The formula for $T_{\rm app}$ accounts for the first value. The prefactor rises from 0.286 to 0.752, so $\ln(A_2/A_1)=0.97$, against a lattice term $0.3/0.02585=11.6$. The ratio is $300\times11.6/(11.6-0.97)\approx327$ K; the remaining difference, less than 1 K, comes from the small departure of $f_S$ from an exponential at 0.1 eV.

The reasons for the rise can be read from an equation for the prefactor. Where occupations are small, blocking can be dropped. Put $f=B\,e^{-\beta(E-\mu_S)}$, which makes $B\simeq A$ above the threshold. Detailed balance replaces $S(k',k)e^{-\beta E'}$ by $S(k,k')e^{-\beta E}$, and the common exponential cancels:
$$v\,\frac{\partial B}{\partial x}\bigg|_E=\sum_{k'}S(k,k')\,(B'-B).$$
Scattering pulls $B$ towards its values one phonon below and one phonon above. The pull from below carries the factor $N+1=1.109$, and that from above carries $N=0.109$. Below the threshold $B$ is small: at $-0.1$ eV the forward value is $4.2\times10^{-2}\times e^{-3.87}\approx9\times10^{-4}$. States within about one phonon of $\mu_S$ are thus coupled mainly to states with small $B$, and their own $B$ is pulled down. States several phonons higher feel this only through several steps. The prefactor therefore rises with energy, and the apparent temperature exceeds $T$. For forward-moving electrons a second cause is at least as large in this wire: the scattering length grows with kinetic energy, so that faster electrons scatter less often, both into states with small $B$ and into the backward direction. The two causes act together. If $g(\varepsilon)\,g(\varepsilon-\hbar\omega)$ is replaced by a constant equal to its average along the path of an electron at 0.1 eV, $\ln(A_2/A_1)$ falls from about 1.0 to about 0.5, and a smaller constant lowers it further.

The same equation explains why the backward prefactor is small. The drain injects backward carriers with $B\simeq e^{-\beta eV}=e^{-23.2}$, so almost all of the backward population at these energies has been scattered back from the forward stream. The backward prefactor falls slightly between 0.4 and 0.7 eV; the cause of this was not examined.

None of this restores the hot tail. Averaged from 0.1 to 0.4 eV, the excess is tens of kelvin. Over much shorter intervals within this window the slope is uneven, and near 0.12 eV the forward occupation even rises with energy, so the figure describes only the average. The ceiling $f\le f_S$ holds throughout.

## Where the argument stops

One assumption that the proof cannot do without is the absence of collisions between carriers. For a collision of carriers 1 and 2 into states 3 and 4, with rate constant $W$,
$$C_{ee}(1)=\sum W\big[f_3f_4(1-f_1)(1-f_2)-f_1f_2(1-f_3)(1-f_4)\big].$$
A Fermi function still makes this vanish, because $E_1+E_2=E_3+E_4$. Detailed balance is not what fails. But for each collision
$$\frac{\partial C_{ee}(1)}{\partial f_2}=-W\big[f_3f_4(1-f_1)+f_1(1-f_3)(1-f_4)\big]\le0 .$$
For phonons, more occupation elsewhere could only increase the net flow into a state; this was the positivity of $a$. Here more occupation of the partner state reduces it, and the comparison proof no longer applies.

The physical route is that two carriers pool their energy. Let both start near $\mu_S$. One can rise by $\Delta$ if the other falls by $\Delta$ into an empty state. Where the band edge lies low enough, the bias leaves states partly empty down to about $\mu_D$, so energy conservation allows a single collision to supply $\Delta$ up to about $eV$ without any thermal activation.

Momentum conservation can close this route. In a single parabolic subband, $k_1+k_2=k_3+k_4$ and $k_1^2+k_2^2=k_3^2+k_4^2$ together leave only the initial pair of wave numbers, so two carriers can at most exchange states. The route opens when there are further subbands or more dimensions of motion, or when something else takes up momentum.

A small model that conserves energy but imposes no momentum conservation shows how little can be enough once the route is open. Levels spaced by 20 meV are coupled equally to two contacts at 0.6 V and 300 K, and to 60 meV phonons. With phonons alone, $f/f_S=0.50$ at 0.4 eV above $\mu_S$. This is the average of the two contacts, of which the drain contributes almost nothing. Carrier collisions are then added with an out-scattering rate at $\mu_S$ of only 0.4% of the contact rate. The ratio at 0.4 eV becomes about 310, far above the ceiling, while at 0.2 eV it is 1.03, barely above it. In this model weak carrier collisions thus matter far more at 0.4 eV, where the phonon-limited tail is emptier, than at 0.2 eV. This does not make the tail a Maxwellian at $T_h$; it shows that the lattice-temperature ceiling is lost.

Other conditions fail in plainer ways. If the phonons are driven out of equilibrium, $N/(N+1)$ is no longer $e^{-\beta\hbar\omega}$ and $f_S$ is no longer a solution. The same is true if the lattice temperature varies along the device. Absorption of light and Auger processes supply energy that the proof does not count. In a long sample with uniform field $\mathcal E$, the threshold at distance $x$ from the source is $\varepsilon^*=\mu_S-E_c(0)+e\mathcal E x$, which grows without limit. At a fixed kinetic energy far from the source the ceiling is then close to 1 and forbids nothing, so a hot-carrier temperature may be a fair description there. It is the finite voltage that separates a driven population below $\mu_S$ from a tail that must be fed by heat.

For a process that needs a kinetic energy above $\varepsilon^*(x)$, the mean energy is therefore the wrong input. In the wire, a process at the observation point that needs 0.70 eV would find several hundred times fewer forward-moving electrons at that energy than the hot fit supplies. Whether such a process is truly that rare in a given device depends on the carrier collisions left out here. The numerical output below lists the values for each bias, temperature and grid.

## Calculated quantities

```
Wire length 60 nm, scattering length parameter 15 nm
Phonon energy 60 meV, bias 0.6 V, lattice 300 K
k_B T at 300 K: 25.85 meV
Phonon occupation N at 300 K: 0.1089
eV/(k_B T): 23.21
Current, one spin-degenerate subband: 1.20 microampere
Observation point: 2/3 of the way from source to drain
Local band edge there: -0.40 eV
Local kinetic threshold mu_S - E_c: 0.40 eV
E-mu_S (eV) | f forward | f backward | ceiling f_S | fwd/f_S | bwd/f_S
 -0.2 | 2.225e-02 | 4.898e-03 | 9.996e-01 | 0.0223 | 0.0049
 -0.1 | 4.157e-02 | 7.435e-03 | 9.795e-01 | 0.0424 | 0.0076
  0.1 | 5.846e-03 | 3.344e-04 | 2.047e-02 | 0.2856 | 0.0163
  0.2 | 2.504e-04 | 2.462e-05 | 4.365e-04 | 0.5737 | 0.0564
  0.3 | 6.324e-06 | 6.562e-07 | 9.125e-06 | 0.6930 | 0.0719
  0.4 | 1.434e-07 | 1.426e-08 | 1.907e-07 | 0.7520 | 0.0748
  0.7 | 1.437e-12 | 1.124e-13 | 1.740e-12 | 0.8260 | 0.0646
Apparent tail temperature near threshold, E-mu_S from 0.1 to 0.4 eV
0.6 V, 300 K: forward 327.9 K, backward 346.0 K
0.6 V, 300 K, fine grid: forward 328.4 K, backward 347.1 K
0.3 V, 300 K: forward 341.2 K, backward 359.3 K
0.6 V, 200 K: forward 211.3 K, backward 222.4 K
Apparent tail temperature farther up, E-mu_S from 0.4 to 0.7 eV
0.6 V, 300 K: forward 302.4 K, backward 296.3 K
0.6 V, 300 K, fine grid: forward 302.4 K, backward 296.3 K
0.3 V, 300 K: forward 303.1 K, backward 295.5 K
0.6 V, 200 K: forward 201.0 K, backward 198.2 K
Temperature of the fitted drifted Maxwellian
0.6 V, 300 K: 1735 K
0.6 V, 300 K, fine grid: 1664 K
0.3 V, 300 K: 703 K
0.6 V, 200 K: 1642 K
Mean kinetic energy (0.6 V, 300 K): 0.1050 eV
Drift part of it: 0.0302 eV
Hot-fit forward occupation at E-mu_S = 0.3 eV: 3.352e-03
Hot fit / ceiling at 0.3 eV: 3.673e+02
Hot fit / solved f at 0.3 eV: 5.300e+02
Largest f/f_S, linear potential: 0.996039
Largest f/f_S, potential with barrier: 0.998374
Top of that barrier above mu_S: 0.050 eV
Level model, 0.6 V, 300 K, level spacing 20 meV, phonon 60 meV
Phonon coupling 0.3, total contact rate 1 (relative units)
Carrier-carrier out-rate at mu_S / contact rate: 4.289e-03
E-mu_S = 0.2 eV: f/f_S phonons only 0.4974, with carrier-carrier 1.034e+00
E-mu_S = 0.4 eV: f/f_S phonons only 0.5000, with carrier-carrier 3.081e+02
```
